\section*{Why semilocal kinetic functionals let electrons leak onto a frozen core, part 1}

(Sections cited here and not found follow in the second part.)

\section{The problem and the model}

\noindent\textit{Q.} I embed a molecule next to a small cation whose density is frozen. With a Thomas--Fermi or GGA kinetic functional the electrons of the molecule end up on the cation. What is supposed to keep them off?

\medskip\noindent\textit{A.} One term does, the nonadditive kinetic potential. I use Hartree atomic units and spin-paired electrons, and I hold the Kohn--Sham potential $v(\mathbf r)$ fixed, so that Hartree and exchange-correlation response are absent and the kinetic energy is the only thing approximated. The density is split as $n=n_A+n_B$, with $n_B\ge 0$ frozen and $n_A>0$ varied, two electrons in each. With $T_s[n]$ the lowest kinetic energy of a determinant with density $n$, the energy is
\begin{equation}
E[n_A]=T_s[n_A]+T_s[n_B]+T^{\rm nad}[n_A,n_B]+\int v\,(n_A+n_B)\,d^3r ,
\label{eq:E}
\end{equation}
where $T^{\rm nad}=T_s[n_A+n_B]-T_s[n_A]-T_s[n_B]$. Two paired electrons occupy one orbital $\chi=\sqrt{n_A/2}$, so $T_s[n_A]=\int|\nabla\chi|^2d^3r$, the von Weizs\"acker functional $T_W$. Varying $\chi$ at fixed norm gives
\begin{equation}
\left[-\tfrac12\nabla^2+v+v^{\rm nad}\right]\chi=\varepsilon\chi,\qquad
v^{\rm nad}=\frac{\delta T_s}{\delta n}\Big|_{n_A+n_B}-\frac{\delta T_s}{\delta n}\Big|_{n_A}.
\label{eq:embed}
\end{equation}
Nothing in (\ref{eq:embed}) makes $\chi$ orthogonal to the core orbital. The Pauli principle between the fragments is carried by $v^{\rm nad}$ alone. With the exact $T^{\rm nad}$, (\ref{eq:E}) collapses to $T_s[n]+\int vn$, the energy of a four-electron determinant, which cannot fall below $E_0=2\varepsilon_1+2\varepsilon_2$, where $\varepsilon_1<\varepsilon_2$ are the two lowest levels of $\hat h=-\frac12\nabla^2+v$.

\medskip\noindent\textit{Q.} In what system can you see both the exact and the approximate potential?

\medskip\noindent\textit{A.} Fragment B is a nucleus of charge $Z$ with a $1s^2$ core, and fragment A is a spherical cage around it:
\begin{equation}
v(r)=-\frac Zr+v_A(r),\qquad v_A(r)=-D\,e^{-(r-R)^2/2\sigma^2},
\end{equation}
with the round parameters $Z=3$, $R=10$, $\sigma=1$, $D=1.4$. The levels computed ($s$ and $p$ only) are $\varepsilon_1=-4.5000$ (the $1s$ core $\phi_1$, at $-Z^2/2$), $\varepsilon_2=-1.2054$ (the cage orbital $\phi_2$), then a $p$ level at $-1.1950$, and a third $s$ level at $-1.1250$, the $2s$ level of B at $-Z^2/8$. The ground-state density is $n=2\phi_1^2+2\phi_2^2$, with $E_0=2(-4.5000)+2(-1.2054)=-11.411$. All numbers come from the numerical check.

\section{The exact potential}

\noindent\textit{Q.} How can you know the exact $v^{\rm nad}$ when $T_s[n]$ is unknown as a formula?

\medskip\noindent\textit{A.} Its derivative is known whenever the potential behind the density is known. Let $v_s[n]$ be the potential whose noninteracting ground state has density $n$. Change it by $dv$. The ground-state energy $T_s+\int v_sn$ changes by $dT_s+\int v_s\,dn+\int n\,dv$, and by the Hellmann--Feynman theorem the change equals $\int n\,dv$. Hence $dT_s=-\int v_s\,dn$ for number-conserving $dn$, or $\delta T_s/\delta n=\mu-v_s[n]$ with a free constant $\mu$; the program tests this relation by finite differences. For the total density, $v_s[n]=v$. For the active density, the one-orbital equation $-\frac12\nabla^2\chi+v_s\chi=\varepsilon\chi$ is solved for the potential, $v_s[n_A]=\varepsilon+\nabla^2\chi/2\chi$. Inserting both into (\ref{eq:embed}), $v^{\rm nad}=v_s[n_A]-v_s[n]+\text{const}$. I fix the constant by asking that $v^{\rm nad}\to0$ in the cage, where $\chi\propto\phi_2$ and therefore $\nabla^2\chi/2\chi=v-\varepsilon_2$. This gives
\begin{equation}
v^{\rm nad}(\mathbf r)=\varepsilon_2+\frac{\nabla^2\chi}{2\chi}-v .
\label{eq:exact}
\end{equation}
It holds for every partition with $n_A+n_B=n$, $n_B\ge0$, $\chi>0$, and $\chi\propto\phi_2$ far from B.

\medskip\noindent\textit{Q.} The bare potential has a level at $-4.5$. What becomes of it?

\medskip\noindent\textit{A.} Write $\hat H=\hat h+v^{\rm nad}$ and any trial function as $\psi=g\chi$, which is possible because $\chi>0$. By (\ref{eq:exact}), $\hat H-\varepsilon_2=-\frac12\nabla^2+\nabla^2\chi/2\chi$. Expanding, $|\nabla(g\chi)|^2=\chi^2|\nabla g|^2+2g\chi\nabla g\cdot\nabla\chi+g^2|\nabla\chi|^2$, and the last two terms equal $\nabla(g^2\chi)\cdot\nabla\chi$. Therefore
\begin{align}
\langle\psi|\hat H-\varepsilon_2|\psi\rangle
&=\tfrac12\!\int\!\chi^2|\nabla g|^2+\tfrac12\!\int\!\nabla(g^2\chi)\cdot\nabla\chi+\tfrac12\!\int\! g^2\chi\nabla^2\chi \nonumber\\
&=\tfrac12\!\int\!\chi^2|\nabla g|^2\;\ge0 ,
\end{align}
since integration by parts makes the second and third integrals cancel. The exact embedded Hamiltonian has no level below $\varepsilon_2$, for any admissible partition: the core level is removed.

\medskip\noindent\textit{Q.} I have heard the exact potential described as a repulsive $+Z/r$ at the frozen nucleus. Is that so?

\medskip\noindent\textit{A.} Only for some partitions, because (\ref{eq:exact}) depends on $n_A$. Let $\chi=\chi(0)(1-\zeta_Ar+\dots)$, so that $n_A'(0)=-2\zeta_An_A(0)$. Since $\nabla^2r=2/r$, one has $\nabla^2\chi/2\chi=-\zeta_A/r+O(1)$, and $-v$ contributes $+Z/r$:
\begin{equation}
v^{\rm nad}=\frac{Z-\zeta_A}{r}+O(1)\qquad(\chi(0)\ne0).
\label{eq:cusp}
\end{equation}
The program tests (\ref{eq:cusp}) on the bare atom with density $2(1s^2+2s^2)$ divided by a Fermi switch. It measures $\zeta_A=1.02833$ from the slope of $n_A$ and $\lim rv^{\rm nad}=1.97167$ from the second derivative, and $3-1.02833=1.97167$.

The full $+Z/r$ appears when $n_A$ has no cusp. A Hirshfeld partition realizes this. Let $n_A^0=2\phi_A^2$ be the ground density of $v_A$ alone, with level $\varepsilon_A^0=-0.9026$, let $n_B^0=2\phi_1^2$, and set
\begin{equation}
n_A=nf,\qquad f=\frac{\lambda n_A^0}{\lambda n_A^0+n_B^0},
\end{equation}
with $\lambda$ fixed by $\int n_A=2$. At the origin $n_A^0$ has zero slope because $v_A$ is not singular, while $n_B^0$ and $n$ have logarithmic slope $-2Z$, as every $s$ orbital of $\hat h$ has slope $-Z$ (shown below). The denominator of $f$ then has logarithmic slope $-2Z(1-f)$, so $f'/f=2Z(1-f)$ and $n_A'/n_A=-2Z+2Z(1-f)=-2Zf$. Thus $\zeta_A=Zf(0)$, and here $f$ is $7.6\times10^{-10}$ at the first grid point, $r=0.0025$. Throughout the core, $n\approx n_B^0\gg\lambda n_A^0$, so $n_A\approx\lambda n_A^0$ and $\nabla^2\chi/2\chi\approx v_A-\varepsilon_A^0$. Equation (\ref{eq:exact}) becomes
\begin{equation}
v^{\rm nad}_H\approx\frac Zr+\varepsilon_2-\varepsilon_A^0 .
\label{eq:H}
\end{equation}
The well of B is cancelled and replaced by the constant $-1.2054+0.9026=-0.3028$, close to $-Z/R=-0.3$, the attraction of B felt at the cage radius. Between $0.05$ and $0.6$ bohr the full expression differs from (\ref{eq:H}) by at most $7\times10^{-6}$. The factor $\lambda$ comes out near $1000$. The norm condition reads $\int\phi_1^2f=\int\phi_2^2(1-f)$, so $\lambda$ must grow until the core charge handed to A balances the tail of $\phi_2$ handed to B; this tail is far larger than that of $\phi_A$. My conjecture for the reason is twofold: $-Z/r$ lowers the barrier, and $\varepsilon_2$ lies only $0.08$ below the $2s$ level of B, which therefore mixes into $\phi_2$. The factor $\lambda$ cancels from (\ref{eq:H}), and the frozen density differs from the isolated core by only $\int|n_B-n_B^0|=2.7\times10^{-5}$ electrons.

\medskip\noindent\textit{Q.} What does a partition without the $1/r$ look like?

\medskip\noindent\textit{A.} Rotate the two occupied orbitals: $\chi=\cos\theta\,\phi_2+\sin\theta\,\phi_1$ and $n_B=2(\cos\theta\,\phi_1-\sin\theta\,\phi_2)^2$. The cross terms cancel, so $n_A+n_B=n$. This $n_B$ has a node, which is harmless because (\ref{eq:exact}) inverts only $n$ and $n_A$. With $\Delta=\varepsilon_2-\varepsilon_1$, $\hat h\chi=\varepsilon_2\chi-\Delta\sin\theta\,\phi_1$. Dividing by $\chi$ and rearranging into the form (\ref{eq:exact}),
\begin{equation}
v^{\rm nad}_\theta=\frac{\Delta\sin\theta\,\phi_1}{\chi}=\frac{\Delta\,t}{t+q(r)},\qquad t=\tan\theta,\quad q=\frac{\phi_2}{\phi_1},
\label{eq:PK}
\end{equation}
the local Phillips--Kleinman form. Take $\phi_1>0$ and $\phi_2>0$ outside its single node, and radial functions $u_i=\sqrt{4\pi}\,r\phi_i$ obeying $u_i''=2(v-\varepsilon_i)u_i$. The Wronskian $W=u_1u_2'-u_2u_1'$ has $W'=-2\Delta u_1u_2$. It starts at zero, rises while $u_2<0$, and falls afterwards to $W(\infty)=0$, so $W>0$ and $q'=W/u_1^2>0$. Hence $q$ rises monotonically from $q(0)=-t_0$, and $\chi>0$ for $r>0$ exactly when $t\ge t_0$; here $t_0=1.20\times10^{-3}$. For $t>t_0$ both orbitals bring the slope $-Z$, so $\zeta_A=Z$ and the potential is finite, $v^{\rm nad}_\theta(0)=\Delta t/(t-t_0)$. At $t=2t_0$ this is $2\Delta=2(3.2946)=6.589$, as computed.

At $t=t_0$, $\chi(0)=0$ and (\ref{eq:cusp}) does not apply. Near the origin $v_A$ is negligible; put $\phi=\phi(0)(1+c_1r+c_2r^2+c_3r^3)$ in $-\frac12\nabla^2\phi-Z\phi/r=\varepsilon\phi$ and use $\nabla^2r^k=k(k+1)r^{k-2}$. The orders $r^{-1}$, $r^0$, $r^1$ give $-c_1-Z=0$, $-3c_2-Zc_1=\varepsilon$, $-6c_3-Zc_2=\varepsilon c_1$, so
\begin{equation}
c_1=-Z,\qquad c_2=\frac{Z^2-\varepsilon}{3},\qquad c_3=\frac{Z(4\varepsilon-Z^2)}{18}.
\end{equation}
With $s=\sin\theta\,\phi_1(0)=-\cos\theta\,\phi_2(0)$, the orders $r^0$ and $r^1$ cancel in $\chi$, and the differences of $c_2$ and $c_3$ between the levels are $\Delta/3$ and $-2Z\Delta/9$. So $\chi=s\Delta r^2(1-2Zr/3)/3$, and
\begin{equation}
v^{\rm nad}_{\theta_0}=\frac{3}{r^2}\,\frac{1-Zr}{1-2Zr/3}=\frac3{r^2}\left(1-\frac{Zr}{3}+\dots\right).
\end{equation}
At $r=0.01$ this predicts $r^2v=2.97$; the program finds $2.9701$.

The exact potential is thus finite, $+Z/r$ or $+3/r^2$ at the nucleus, for nearly the same frozen density. What the forms share is the level. For the Hirshfeld partition and for the rotation with $t=2t_0$, which is the one meant from here on, the program diagonalizes $v+v^{\rm nad}$ on a grid and recovers $-1.2054$, with $6.0\times10^{-5}$ and $7.2\times10^{-5}$ active electrons inside $R/2$.

\section{The semilocal potential}

\noindent\textit{Q.} What does a semilocal functional put in its place?

\medskip\noindent\textit{A.} It replaces $T_s$ inside $T^{\rm nad}$ by $\tilde T=\int\tau\,d^3r$, with
\begin{equation}
\tau=Cn^{5/3}F(p),\qquad p=\frac{|\nabla n|^2}{4c\,n^{8/3}},\qquad c=(3\pi^2)^{2/3},\quad C=\tfrac3{10}c ,
\end{equation}
where $p=s^2$ is the squared reduced gradient. Thomas--Fermi (TF) has $F=1$, the second-order gradient expansion (GE2) $F=1+\frac5{27}p$, von Weizs\"acker $F=\frac53p$, and APBEK $F=1+\kappa-\kappa/(1+\mu p/\kappa)$, which is bounded by $1+\kappa$; its two constants are set in the program. For a spherical density the Euler--Lagrange derivative is
\begin{equation}
\tilde v[n]=\tau_n-\frac{d\tau_{n'}}{dr}-\frac2r\,\tau_{n'} .
\label{eq:EL}
\end{equation}
From $\partial p/\partial n=-8p/3n$ and $\partial p/\partial n'=2p/n'$,
\begin{equation}
\tau_n=Cn^{2/3}\left(\tfrac53F-\tfrac83pF'\right),\qquad
\tau_{n'}=\frac{2Cn^{5/3}pF'}{n'}=\frac3{20}F'\,\frac{n'}{n},
\end{equation}
the last form following from $2Cn^{5/3}p/n'=2C n'/(4cn)$. At a cusp $n'/n=-2\zeta$, only the last term of (\ref{eq:EL}) diverges, as $\frac35F'\zeta/r$. The semilocal counterpart of (\ref{eq:cusp}) is therefore $\frac35[F'(p_n)Z-F'(p_A)\zeta_A]/r$, with $p_n$ and $p_A$ the values at the origin for $n$ and $n_A$.

For the core, $n_B^0=(2Z^3/\pi)e^{-2Zr}$ and $n'=-2Zn$, so $p=Z^2/cn^{2/3}$. Since $c\,(2Z^3/\pi)^{2/3}=(6\pi)^{2/3}Z^2$, one gets $p=p_0e^{4Zr/3}$ with $p_0=(6\pi)^{-2/3}=0.1412$, independent of $Z$. The product $Cn^{2/3}=3Z^2/10p$. Also $\tau_{n'}=-\frac3{10}ZF'$, and $dp/dr=4Zp/3$ gives $-d\tau_{n'}/dr=\frac25Z^2pF''$. Collecting terms over the common prefactor,
\begin{equation}
\tilde v[n_B^0]=\frac{3Z^2}{10p}\left[\frac53F-\frac83pF'+\frac43p^2F''+\frac{2pF'}{Zr}\right].
\label{eq:closed}
\end{equation}
For $F=\frac53p$ the bracket is $p(\frac{25}9-\frac{40}9+\frac{10}{3Zr})$, so $\tilde v=Z/r-Z^2/2$, which is $\mu-v_s$ of the $1s$ problem, as it must be. For TF, $\tilde v=(Z^2/2p_0)e^{-4Zr/3}$, with $9/(2\times0.1412)=31.87$ at the nucleus. The program tests (\ref{eq:closed}) for all four functionals against energy differences from an independent implementation. The fraction $\frac35F'(p_0)$ of $Z/r$ supplied is $0$ for TF, $1/9$ for GE2, $0.132$ for APBEK and $1$ for von Weizs\"acker.

\medskip\noindent\textit{Q.} Then a functional with the full $Z/r$ should cure the leak?

\medskip\noindent\textit{A.} The von Weizs\"acker functional has it and fails completely. With $\tilde T=T_W$, the terms $T_W[n_A]$ and $T_W[n_B]$ cancel in (\ref{eq:E}), leaving $T_W[n]+\int vn=4\langle\psi|\hat h|\psi\rangle$ with $\psi=\sqrt{n/4}$. The minimum is $\psi=\phi_1$, reachable for $n_B=2\phi_1^2$ by $n_A=2\phi_1^2$: four electrons in the $1s$ orbital. A correct singularity in $\tilde v[n_B]$ is not sufficient to stop the leak.

The exact nonadditive potential takes different forms for different partitions but always removes the core level, whereas the von Weizs\"acker functional, despite its correct $Z/r$ singularity, lets all four electrons into the $1s$ orbital. It remains to find what decides whether charge moves onto the cation, and where the semilocal repulsion is missing.
